\section*{Avalanche multiplication with position-dependent electron and hole ionisation coefficients}

\section{The balance of pairs}

\paragraph{Q.} An electron crossing a high-field layer makes electron--hole pairs. Why can I not multiply up the electrons along their path and be done?

\paragraph{A.} Because each new pair also contains a hole, which drifts back towards the side the electron came from and can ionise there. Its secondary electrons cross the layer again. This feedback must be in the equations from the start.

Let the depleted layer fill $0<x<W$. The field drives electrons towards $+x$ and holes towards $-x$. Let $F_n(x)$ and $F_p(x)$ be the particle fluxes in these respective directions, both counted positive. The ionisation coefficients $\alpha(x)$ and $\beta(x)$ are the mean numbers of pairs made per unit path by one electron and by one hole. Pairs may also be supplied by other means, such as heat or light, at a rate $g(x)$ per unit volume.

In a steady state without recombination, the electrons leaving a slab $dx$ exceed those entering by the pairs made inside:
\begin{equation}
F_n(x+dx)-F_n(x)=(\alpha F_n+\beta F_p+g)\,dx .
\end{equation}
Holes enter the slab at $x+dx$ and leave at $x$, so their excess is $F_p(x)-F_p(x+dx)$, and it equals the same right-hand side. Therefore
\begin{align}
F_n'&=\alpha F_n+\beta F_p+g, \label{n}\\
F_p'&=-(\alpha F_n+\beta F_p+g). \label{p}
\end{align}

\paragraph{Q.} The second sign looks as if holes were being destroyed.

\paragraph{A.} The hole flux grows in the direction in which holes travel, towards smaller $x$, so its derivative with respect to $x$ is negative. Adding the two equations gives $F_n'+F_p'=0$. The sum
\begin{equation}
F=F_n+F_p
\end{equation}
is independent of $x$. Opposite charges moving in opposite directions carry current in the same direction, so in atomic units, with $e=1$, $F$ is the magnitude of the current density.

\paragraph{Q.} What has been assumed about the carriers?

\paragraph{A.} The problem is one-dimensional, transport is by drift, and the field is not altered by the current. The coefficients depend on position, but not on how far a carrier has travelled since it was born or last ionised. This last, local, assumption is examined with numbers below.

\section{Solving for the current}

\paragraph{Q.} Two coupled equations with variable coefficients rarely have a closed solution. Why should these?

\paragraph{A.} Because $F$ is constant. Substituting $F_p=F-F_n$ in \eqref{n} leaves one linear first-order equation,
\begin{equation}
F_n'-(\alpha-\beta)F_n=\beta F+g .
\end{equation}
Define
\begin{equation}
\varphi(x)=\int_0^x[\alpha(s)-\beta(s)]\,ds,\qquad \varphi_W=\varphi(W).
\end{equation}
Since $\varphi'=\alpha-\beta$, multiplication by $e^{-\varphi}$ turns the left side into a derivative:
\begin{equation}
\left(F_ne^{-\varphi}\right)'=(\beta F+g)e^{-\varphi}. \label{factor}
\end{equation}
Integrate from $0$ to $W$, using $\varphi(0)=0$:
\begin{equation}
F_n(W)e^{-\varphi_W}-F_n(0)
=F\int_0^W\!\beta e^{-\varphi}dx+\int_0^W\!g e^{-\varphi}dx .
\end{equation}

\paragraph{Q.} But $F_n(W)$ is an output of the avalanche. You do not know it.

\paragraph{A.} The fluxes known in advance are those that enter: $F_n(0)$ on the left and $F_p(W)$ on the right. At the right edge $F_n(W)=F-F_p(W)$. Inserting this and collecting $F$ gives
\begin{equation}
F\left[e^{-\varphi_W}-\int_0^W\!\beta e^{-\varphi}dx\right]
=F_n(0)+e^{-\varphi_W}F_p(W)+\int_0^W\!g e^{-\varphi}dx. \label{collect}
\end{equation}
The bracket simplifies because $(\alpha-\beta)e^{-\varphi}=-(e^{-\varphi})'$, and hence
\begin{equation}
\int_0^W(\alpha-\beta)e^{-\varphi}dx=1-e^{-\varphi_W}.
\end{equation}
Rearranged, this says that the bracket equals $1-I_n$, where
\begin{equation}
I_n=\int_0^W\alpha e^{-\varphi}dx .
\end{equation}
The total flux is therefore
\begin{equation}
F=\frac{F_n(0)+e^{-\varphi_W}F_p(W)+\int_0^W g e^{-\varphi}dx}{1-I_n}. \label{flux}
\end{equation}
A unit supply of pairs concentrated at $x$ contributes
\begin{equation}
M(x)=\frac{e^{-\varphi(x)}}{1-I_n}. \label{M}
\end{equation}
This is the multiplication of a pair released at $x$, the original pair included. Electron injection at the left has $M_n=M(0)=1/(1-I_n)$, and hole injection at the right has $M_p=M(W)=e^{-\varphi_W}/(1-I_n)$.

\paragraph{Q.} Holes and electrons ought to enter on the same footing. Your denominator favours $\alpha$.

\paragraph{A.} It can be written either way. Let $I_p=\int_0^W\beta e^{\varphi_W-\varphi}dx$. Then
\begin{equation}
1-I_p=e^{\varphi_W}\left[e^{-\varphi_W}-\int_0^W\!\beta e^{-\varphi}dx\right]
=e^{\varphi_W}(1-I_n),
\end{equation}
so $M_p=1/(1-I_p)$. For finite $\varphi_W$, $I_n$ and $I_p$ reach one together. Below breakdown the two injections multiply differently unless $\varphi_W=0$, but they share the same breakdown condition.

\paragraph{Q.} I would like to see \eqref{flux} survive a case with no symmetry.

\paragraph{A.} Take $W=1$, $\alpha=0.5+0.4\sin 3x$, $\beta=0.4+0.5x^2$ and $g=0.4+x$, with entering fluxes $F_n(0)=0.7$ and $F_p(1)=0.3$, in arbitrary units. Here $I_n=0.667$. Equation \eqref{flux} gives $F=5.156459$, and direct numerical integration of \eqref{n} and \eqref{p} gives the same seven digits.

\section{When the denominator changes sign}

\paragraph{Q.} Triple both coefficients in that case. The formula will still return a number.

\paragraph{A.} It does: $I_n=1.55$ and $F=-2.61$. Direct integration finds the same negative value, since it solves the same linear equations. But positive supplies cannot produce a negative sum of two non-negative fluxes, so this is no physical steady state. With a positive supply, the numerator of \eqref{flux} is positive, and $F>0$ requires $I_n<1$.

Conversely, $I_n<1$ makes both fluxes non-negative. Integrating \eqref{factor} from $0$ to $x$ gives
\begin{equation}
F_n(x)=e^{\varphi(x)}\left[F_n(0)+\int_0^x(\beta F+g)e^{-\varphi}ds\right]\ge0.
\end{equation}
For holes, \eqref{p} with $F_n=F-F_p$ becomes $(F_pe^{-\varphi})'=-(\alpha F+g)e^{-\varphi}$. Integration from $x$ to $W$ gives
\begin{equation}
F_p(x)=e^{\varphi(x)}\left[e^{-\varphi_W}F_p(W)+\int_x^W(\alpha F+g)e^{-\varphi}ds\right]\ge0.
\end{equation}

\paragraph{Q.} That tells me a steady state is allowed. Does an avalanche started by one pair actually die out?

\paragraph{A.} Count its descendants. A pair born at $x$ sends its electron over the path from $x$ to $W$ and its hole over the path from $x$ to $0$. Each daughter pair starts an avalanche of its own, so the mean total obeys
\begin{equation}
M(x)=1+\int_x^W\!\alpha(s)M(s)ds+\int_0^x\!\beta(s)M(s)ds
\equiv 1+(KM)(x). \label{count}
\end{equation}
Differentiation gives $M'=-(\alpha-\beta)M$, hence $M=M(0)e^{-\varphi}$. At $x=0$, \eqref{count} reads $M(0)=1+M(0)I_n$. This reproduces \eqref{M} without using fluxes.

The mean number of pairs in generation $k$ is $K^k1$, with the first pair as generation zero. Suppose $I_n<1$. Then $M$ is positive and bounded, with some maximum $M_{\max}$, and $1\ge M/M_{\max}$. Therefore
\begin{equation}
KM=M-1\le rM,\qquad r=1-\frac{1}{M_{\max}}<1.
\end{equation}
Since $K$ preserves inequalities and $M\ge1$, we have $K^k1\le K^kM\le r^kM$. The generations decay at least geometrically, and their sum is $M$.

For $I_n\ge1$, put $h=e^{-\varphi}$. The function $Kh$ has derivative $-(\alpha-\beta)h=h'$ and value $I_n$ at $x=0$, so
\begin{equation}
Kh=h+(I_n-1).
\end{equation}
At $I_n=1$ the profile $h$ reproduces itself from one generation to the next. For $I_n>1$, $Kh\ge sh$ with $s=1+(I_n-1)/h_{\max}>1$, and the mean generation size grows without limit. In a device, an external resistance or the charge of the carriers must then change the field.

\section{Equal coefficients}

\paragraph{Q.} What remains of all this if electrons and holes ionise equally well?

\paragraph{A.} If $\alpha(x)=\beta(x)$ at each point, then $\varphi=0$ throughout, $I_n=\int_0^W\alpha\,dx$, and
\begin{equation}
M=\frac{1}{1-\int_0^W\alpha(x)dx}
\end{equation}
for any starting point. If $\alpha$ is also uniform,
\begin{equation}
M=\frac{1}{1-\alpha W},\qquad \alpha W<1. \label{equal}
\end{equation}

\paragraph{Q.} A pair born at the edge and a pair born in the middle have different paths ahead of them. How can they multiply equally?

\paragraph{A.} The electron travels $W-x$ and the hole travels $x$. Together they travel $W$ wherever the pair is born, so each pair has on average $\alpha W$ daughters. Successive generations have mean sizes $1,\alpha W,(\alpha W)^2,\ldots$, whose sum is \eqref{equal}.

For $W=500$ nm and $\alpha=0.0012\ \mathrm{nm}^{-1}$, $\alpha W=0.6$ and $M=1/0.4=2.5$. Random branching was followed for 100\,000 first pairs from each of three starting points, $0$, $250$ and $500$ nm. The mean totals were $2.496$, $2.504$ and $2.516$, each with standard error $0.010$. In the last run generations one to three, counting the first pair as generation zero, had mean sizes $0.601$, $0.361$ and $0.218$, against the expected $0.600$, $0.360$ and $0.216$.

\paragraph{Q.} Is \eqref{equal} a smooth limit, or a special case that sits apart?

\paragraph{A.} Keep the coefficients uniform but unequal, and let $\Delta=\alpha-\beta$. Then $\varphi=\Delta x$ and
\begin{align}
I_n&=\alpha\int_0^We^{-\Delta x}dx=\frac{\alpha}{\Delta}\left(1-e^{-\Delta W}\right),\\
1-I_n&=\frac{\Delta-\alpha+\alpha e^{-\Delta W}}{\Delta}
=\frac{\alpha e^{-\Delta W}-\beta}{\Delta},\\
M_n&=\frac{\alpha-\beta}{\alpha e^{-(\alpha-\beta)W}-\beta}. \label{uneq}
\end{align}
With $\beta=\alpha-\Delta$, the denominator of \eqref{uneq} expands as
\begin{equation}
\alpha(1-\Delta W)-\alpha+\Delta+O(\Delta^2)=\Delta(1-\alpha W)+O(\Delta^2).
\end{equation}
The factor $\Delta$ cancels the numerator, and \eqref{equal} follows continuously.

The opposite limit, $\beta=0$, gives $M_n=e^{\alpha W}$, which is finite for any finite $\alpha W$. Without hole ionisation the feedback is absent and there is no breakdown. For both coefficients positive and unequal, the denominator vanishes at $W=\ln(\alpha/\beta)/(\alpha-\beta)$. With $\alpha W$ held at $0.6$, $M_n$ is $1.82$ for $\beta=0$, $2.08$ for $\beta=\alpha/2$ and $2.5$ for $\beta=\alpha$.

\section{A silicon junction}

\paragraph{Q.} Real fields are not uniform. Show me a junction.

\paragraph{A.} Consider a planar n$^+$p silicon junction, like a drain against a body, at 300 K. The acceptor density is $N=3\times10^{16}\ \mathrm{cm}^{-3}$, the relative permittivity is $\epsilon_r=11.7$, and the total potential drop, built-in part included, is $V=20$ V. Depletion of the n$^+$ side is neglected. With $x=0$ at the p-side edge, Poisson's equation for the field magnitude $E$ in atomic units is
\begin{equation}
\frac{dE}{dx}=\frac{4\pi N}{\epsilon_r},\qquad E(0)=0.
\end{equation}
Integrating twice gives $V=2\pi NW^2/\epsilon_r$, so
\begin{equation}
W=\sqrt{\frac{\epsilon_rV}{2\pi N}},\qquad E_{\max}=\frac{2V}{W}.
\end{equation}
In engineering units $W=928.5$ nm and $E_{\max}=40\ \mathrm{V}/928.5\ \mathrm{nm}=0.431$ MV/cm.

For the coefficients take the Chynoweth form
\begin{equation}
\alpha=a_ne^{-b_n/E},\qquad \beta=a_pe^{-b_p/E},
\end{equation}
with rough typical silicon values $a_n=0.07\ \mathrm{nm}^{-1}$, $b_n=1.2$ MV/cm, $a_p=0.16\ \mathrm{nm}^{-1}$ and $b_p=2.0$ MV/cm. At the peak field $\alpha=0.0043\ \mathrm{nm}^{-1}$ and $\beta=0.0015\ \mathrm{nm}^{-1}$. Over the layer,
\begin{equation}
\int_0^W\!\alpha\,dx=0.901,\quad \int_0^W\!\beta\,dx=0.224,\quad
\varphi_W=0.677,\quad I_n=0.641.
\end{equation}
Hence $M_n=1/(1-0.641)=2.79$. With $I_p=0.294$, $M_p=1/(1-0.294)=1.42$. Random branching of 100\,000 pairs per case gave $2.805\pm0.008$ and $1.412\pm0.004$; the first lies a little over two standard errors from the formula.

\paragraph{Q.} Could I have used the simple equal-coefficient result with the electron coefficient?

\paragraph{A.} That would give $1/(1-0.901)=10.1$, about 3.6 times the value for the unequal coefficients. It credits holes with the electron coefficient and so overstates the feedback. Ignoring hole ionisation gives $e^{0.901}=2.46$, which is 12\% below $M_n$.

Pairs generated uniformly across the layer have mean multiplication $2.50$, nearer to $M_n$ than to $M_p$. The reason is $M'=-(\alpha-\beta)M$: through the low-field part of the layer both coefficients are small, and $M(x)$ stays close to $M(0)$.

\paragraph{Q.} Where does this junction break down?

\paragraph{A.} Raising $V$ at fixed doping until $I_n=1$ gives $V=27.9$ V and a peak field of $0.51$ MV/cm. The generation operator $K$ gives an independent test. Its largest eigenvalue, computed on a grid, is $0.777$, $1.000$ and $1.247$ at $0.9$, $1.0$ and $1.1$ times this voltage.

\section{How far the number can be trusted}

\paragraph{Q.} You let a carrier ionise the moment it is born. It has no energy then.

\paragraph{A.} That is the weakness of local coefficients. With a rough threshold of 1.5 eV, a carrier must travel at least about 35 nm at the peak field before it can ionise, and further if it loses energy on the way. To size the effect, forbid ionisation after birth and after each ionisation until the carrier has gained 1.5 eV from the field. Beyond that dead distance $d$, raise the rate to $1/(1/\alpha-d)$, with $d=1.5\ \mathrm{eV}/(eE)$ at the local field, so that the mean path in a uniform field remains $1/\alpha$; treat holes likewise. The result is $M_n=2.48$, or 11\% below the local value. With zero threshold the same calculation returns $2.79$. Much of the 11\% comes from this choice of rate. Measured coefficients describe the growth of the flux, and keeping the mean path does not keep the growth, because both electrons leaving an ionisation must cross a dead distance. For $\beta=0$, a uniform field and a rate $\alpha^*$ beyond $d$, the flux grows as $e^{\lambda x}$ with $2e^{-\lambda d}\alpha^*/(\alpha^*+\lambda)=1$. The rate above gives $\lambda=0.88\,\alpha$ at the peak field, whereas $\lambda=\alpha$ requires $\alpha^*=\alpha/(2e^{-\alpha d}-1)\approx1/(1/\alpha-2d)$. With that rate, applied to both carriers, $M_n$ is about $2.72$, only some 2\% below the local value.

\paragraph{Q.} And the coefficients themselves?

\paragraph{A.} They can matter as much or more. At fixed voltage and doping, lowering both $b$ values by 5\% raises $M_n$ to $3.63$, and raising them by 5\% lowers it to $2.30$. The closeness to $I_n=1$ amplifies the change, since $dM_n=M_n^2\,dI_n$. Published silicon fits differ by more than this: for the same junction they give $M_n$ between about 2 and 4 and breakdown between about 25 and 33 V. For a real junction the example supports such a range, not three digits.

In the simplest model temperature has a similar weight, though this model probably overstates it. Multiply $a$ and $b$ by
\begin{equation}
\gamma=\frac{\tanh(\hbar\omega/2k_B T_0)}{\tanh(\hbar\omega/2k_B T)},
\end{equation}
with $T_0=300$ K and a rough phonon energy $\hbar\omega=0.063$ eV, to represent a mean free path shortened by phonons. At 400 K and the same 20 V, $M_n$ falls to $1.89$, and the breakdown voltage rises to $33.2$ V.

\paragraph{Q.} What about the charge of the current, tunnelling and recombination?

\paragraph{A.} At $100\ \mathrm{A/cm^2}$ and a rough carrier speed $v=10^7$ cm/s, the mobile charge is at most $J/(evN)=0.2\%$ of the doping charge wherever carriers move at this speed. Near the p-side edge, where the field vanishes, they are slower and the share can be larger, but hardly any ionisation happens there. Adding 0.2\% to the doping at fixed voltage, as if all the mobile charge had the sign of the acceptors, raises $M_n$ by 0.3\%. Holes have the opposite sign, and for electron injection they carry the share $1-1/M_n=64\%$ of the flux on the low-field side, where they outweigh the electrons. The 0.3\% is therefore an upper size; with both charges included in Poisson's equation, $M_n$ falls by about 0.1\%. The transit time is about $10^{-6}$ of a rough lifetime $\tau=10^{-5}$ s, so recombination in the layer is negligible.

For band-to-band tunnelling, take the rough rate $4\times10^{14}E^{5/2}e^{-1.9\times10^7/E}$ in $\mathrm{cm^{-3}s^{-1}}$, with $E$ in V/cm. Before multiplication it supplies $10^{-15}\ \mathrm{A/cm^2}$. Thermal generation, estimated as $en_iW/2\tau$ with $n_i=10^{10}\ \mathrm{cm^{-3}}$, supplies $7\times10^{-9}\ \mathrm{A/cm^2}$ and dominates. This is a low-field estimate: near 0.4 MV/cm, tunnelling through traps can raise it several times and shift the generation towards the high-field side, where $M(x)$ is smaller.

\paragraph{Q.} Then does this describe a transistor drain?

\paragraph{A.} It describes a planar junction in the regime of a high-voltage silicon device, for which breakdown at a few tens of volts is a reasonable rough size at this doping. The temperature estimate is probably too strong: it raises the breakdown voltage by 19\% over 100 K, whereas silicon avalanche diodes in this voltage range typically show a clearly smaller rise. A real drain also has a curved edge, which concentrates the field; that shift needs a two-dimensional field calculation and is not included here. In this wide layer the dead-distance estimate lowers $M_n$ by about 2\% to 11\%, depending on the rate assumed beyond the dead distance, and it also depends on the threshold. In a scaled logic transistor, the high-field region can be as short as the dead distance and the supply is near one volt. Local coefficients are then a poor starting point, and the carrier energy distribution has to be calculated.

\section*{Calculated quantities}
\begin{verbatim}
General profile, I_n: 0.66743
General profile, total flux by formula: 5.156459 (arb. flux)
General profile, total flux by shooting: 5.156459 (arb. flux)
Coefficients tripled, I_n: 1.55
Coefficients tripled, algebraic flux: -2.611 (arb. flux)
Uniform layer, width: 500 nm
Uniform layer, alpha: 0.0012 1/nm
Uniform layer, alpha W: 0.6
Equal coefficients, 1/(1-alpha W): 2.5
Random branching from 0 nm: 2.496 +/- 0.010
Random branching from 250 nm: 2.504 +/- 0.010
Random branching from 500 nm: 2.516 +/- 0.010
Daughters per first pair, generations 1-3: 0.601, 0.361, 0.218
Uniform layer, beta/alpha = 0.5, M_n: 2.0763
Uniform layer, beta/alpha = 0.0, M_n: 1.8221
Silicon: eps_r 11.7, doping 3.0e+16 cm^-3, drop 20.0 V
Electron a, b: 0.07 1/nm, 1.2 MV/cm
Hole a, b: 0.16 1/nm, 2.0 MV/cm
Depletion width: 928.5 nm
Peak field: 0.4308 MV/cm
Peak alpha, beta: 4.3189e-03, 1.5414e-03 1/nm
Integrals of alpha, beta: 0.9010, 0.2239
phi(W), I_n, I_p: 0.6771, 0.6412, 0.2938
M_n formula 2.7868; random 2.805 +/- 0.008
M_p formula 1.4160; random 1.412 +/- 0.004
M for uniformly generated pairs: 2.5027
Equal-coefficient formula with alpha only: 10.097
Hole ionisation ignored, M_n: 2.462
Breakdown potential drop: 27.919 V
Peak field at breakdown: 0.50899 MV/cm
Largest kernel eigenvalue at 0.9, 1.0, 1.1 of breakdown: 0.7772, 1.0000, 1.2472
Free-path calculation, zero threshold, M_n: 2.7869
Rough threshold energy: 1.5 eV
Dead distance at peak field: 34.819 nm
M_n with dead distance: 2.4756
M_n at 400 K: 1.8928
Breakdown potential drop at 400 K: 33.221 V
M_n with both b times 0.95: 3.6344
M_n with both b times 1.05: 2.2968
Rough speed 1e+07 cm/s; current 100 A/cm2
Mobile charge / doping charge, upper size: 0.0020805
M_n with that charge added to doping: 2.7963
Rough lifetime 1e-05 s; intrinsic density 1e+10 cm^-3
Tunnelling supply before multiplication: 1e-15 A/cm2
Thermal supply before multiplication: 7.4e-09 A/cm2
Transit time / lifetime: 9.3e-07
\end{verbatim}
